# Long-axis fraction that matches a lamellar film to its substrate

## Problem

A crystalline hafnia-like film consists of upright lamellae that alternate along the in-plane direction \(x\). Both kinds are the same crystal in different orientations. In the first kind the long crystal axis lies along \(x\), and the stress-free repeat is \(a_L=5.24\) Å. In the second a shorter axis lies along \(x\), and the stress-free repeat is \(a_S=5.06\) Å. The substrate has an average repeat \(a_{\rm sub}=5.11\) Å along \(x\). The substrate is rigid, and one film cell sits on each substrate repeat.

(a) Find the fraction \(f\) of film cells that must have the long axis along \(x\) for the mean film repeat to equal the substrate repeat. For which substrates does such a fraction exist?

(b) Find the smallest stack of whole cells that matches without remainder. How far do film and substrate run out of step inside it, and what happens in an equal mixture? What fraction of the stress-free length belongs to long cells?

(c) Matching the mean does not match each cell. Count only the misfit along \(x\), and suppose that neighbouring lamellae fit along their common walls. Using a film of thickness \(h=10\) nm and the lamellar period found in (b), calculate the elastic energy that remains and decide when the matched fraction is the one of lowest elastic energy. Take a Young modulus \(E=200\) GPa and a Poisson ratio \(\nu=0.3\), both rough typical values.

(d) Estimate how much the answer to (a) moves through rounding of the given lengths, through the tilt between lamellae, and through thermal expansion.

## Solution

### (a) The matching fraction

Let a stretch of film contain \(n_L\) long and \(n_S\) short cells. Its stress-free length is \(n_La_L+n_Sa_S\). It sits on \(n_L+n_S\) substrate repeats, so the lengths agree if

\[
n_La_L+n_Sa_S=(n_L+n_S)\,a_{\rm sub}.
\]

Divide by \(n_L+n_S\) and write \(f=n_L/(n_L+n_S)\), so that the short cells have the fraction \(1-f\):

\[
f a_L+(1-f)a_S=a_{\rm sub}.
\]

Collecting the terms in \(f\) gives \(a_S+f(a_L-a_S)=a_{\rm sub}\), and therefore

\[
f^*=\frac{a_{\rm sub}-a_S}{a_L-a_S}
=\frac{5.11-5.06}{5.24-5.06}=\frac{0.05}{0.18}=0.278 .
\]

About 28 % of the cells must have the long axis along \(x\). The star marks this matched value.

The fraction is the position of the substrate repeat on the scale that runs from \(a_S\) to \(a_L\). It is 0 for \(a_{\rm sub}=a_S\) and 1 for \(a_{\rm sub}=a_L\). Outside this interval the formula gives a negative number or one above 1, and no mixture of the two variants can match. Here the substrate lies nearer the short repeat, so short cells are the majority.

### (b) Whole cells, misregistry and length fraction

Since \(0.05/0.18=5/18\) is in lowest terms, the smallest matching stack has 5 long and 13 short cells:

\[
5(5.24)+13(5.06)=26.20+65.78=91.98\ \text{Å}=18(5.11)\ \text{Å}.
\]

Lay these cells side by side at their stress-free lengths, the long ones first. Each long cell puts the film ahead of the substrate by \(5.24-5.11=0.13\) Å, and each short cell takes back 0.05 Å. The lead grows to \(5\times0.13=0.65\) Å and then falls by \(13\times0.05=0.65\) Å to zero. It never exceeds 0.65 Å, however many stacks follow.

An equal mixture of 9 long and 9 short cells gains \(9(0.13-0.05)=0.72\) Å in every 18 cells. After ten such stacks the film is ahead by 7.20 Å, more than one whole cell. In a film held in step with its substrate, this steady drift has to be removed by a mean compression. The bounded misregistry of the matched stack needs no mean strain.

The long cells take up a slightly larger share of the stress-free length than of the cell count, because each is longer than the average:

\[
\varphi=\frac{n_La_L}{(n_L+n_S)a_{\rm sub}}=f^*\frac{a_L}{a_{\rm sub}}
=\frac{26.20}{91.98}=0.285 .
\]

A measurement that compares lamellar widths where the film is relaxed gives \(\varphi\), while a count of cells gives \(f\). The difference is 0.7 percentage points.

### (c) The elastic energy

**Model.** Start from the film with every cell stretched or compressed to the length \(a_{\rm sub}\), and let \(u(x,z)\) be the further displacement along \(x\), at height \(z\) above the substrate. Relative to this state the stress-free strains of the two variants are

\[
e_L=\frac{a_L}{a_{\rm sub}}-1=2.544\,\%,\qquad
e_S=\frac{a_S}{a_{\rm sub}}-1=-0.978\,\% .
\]

A cell is free of normal stress when \(\partial_xu\) equals its own \(e\). In linear elasticity, keeping only the displacement along \(x\), the energy density is

\[
\tfrac12M\,(\partial_xu-e(x))^2+\tfrac12G\,(\partial_zu)^2 .
\]

Here \(M=E/(1-\nu^2)=219.8\) GPa is the stiffness along \(x\) when the strain along the third direction is fixed and the stress along \(z\) is zero. The shear modulus is \(G=E/[2(1+\nu)]=76.9\) GPa. The model has no displacement along \(z\), so it leaves out any difference in cell height between neighbouring lamellae. It describes upright walls between variants of equal cell height, which fit without strain. The inclined walls of part (d) also fit, but there the lamellae are tilted against each other, and the flat substrate resists this tilt near the interface. The model leaves out that cost, so for inclined walls it is only a rough guide. The cost of upright walls that do not fit is estimated below. The rigid substrate imposes \(u=0\) at \(z=0\), and the free top imposes \(\partial_zu=0\) at \(z=h\). The pattern has the period \(P=91.98\) Å \(=9.198\) nm.

**Fourier form.** Write \(k_n=2\pi n/P\) and

\[
e(x)=\bar e+\sum_{n\ne0}e_n{\rm e}^{ik_nx},\qquad u=\sum_n u_n(z)\,{\rm e}^{ik_nx}.
\]

The mean is \(\bar e=fe_L+(1-f)e_S\). With \(\Delta e=e_L-e_S\) and the long lamella placed at \(|x|<fP/2\), the other coefficients are

\[
e_n=\frac{\Delta e}{P}\int_{-fP/2}^{fP/2}\cos(k_nx)\,dx=\Delta e\,\frac{\sin(\pi nf)}{\pi n}.
\]

The constant part \(e_S\) contributes nothing for \(n\ne0\). Because \(u\) is periodic, \(\partial_xu\) has zero mean and cannot cancel \(\bar e\). The component \(u_0\) would add shear energy alone, so it vanishes. Averaging over a period removes products of different harmonics, and the energy per volume is

\[
w=\tfrac12M\bar e^2+\frac1{2h}\sum_{n\ne0}\int_0^h\left[M|ik_nu_n-e_n|^2+G|u_n'|^2\right]dz .
\]

**Minimization.** Varying \(u_n^*\) gives

\[
Gu_n''=M(k_n^2u_n+ik_ne_n)=Mk_n^2\left(u_n-\frac{e_n}{ik_n}\right).
\]

The bracket therefore obeys a simple exponential equation with the decay constant \(\kappa_n=|k_n|\sqrt{M/G}\). The solution that meets both boundary conditions is

\[
u_n=\frac{e_n}{ik_n}\left[1-\frac{\cosh\kappa_n(h-z)}{\cosh\kappa_nh}\right].
\]

Insert it into the two energy terms. The first is

\[
M|ik_nu_n-e_n|^2=M|e_n|^2\,\frac{\cosh^2\kappa_n(h-z)}{\cosh^2\kappa_nh}.
\]

The second has the prefactor \(G\kappa_n^2/k_n^2=M\), so it is the same expression with \(\sinh^2\) in the numerator. Since \(\cosh^2y+\sinh^2y=\cosh2y\), the integral of the sum is

\[
M|e_n|^2\int_0^h\frac{\cosh2\kappa_n(h-z)}{\cosh^2\kappa_nh}\,dz
=M|e_n|^2\frac{\sinh2\kappa_nh}{2\kappa_n\cosh^2\kappa_nh}
=M|e_n|^2\frac{\tanh\kappa_nh}{\kappa_n}.
\]

The harmonics \(n\) and \(-n\) contribute equally. With \(q=\kappa_1h\) the result is

\[
w=\frac M2\left\{\bar e^2+\Delta e^2\sum_{n=1}^\infty
2\left[\frac{\sin(\pi nf)}{\pi n}\right]^2\frac{\tanh(nq)}{nq}\right\},
\qquad q=\frac{2\pi h}{P}\sqrt{\frac MG}.
\]

The first term is the cost of a wrong mean length. The second is the cost of holding unlike cells in step at the interface. The strain of the first harmonic decays over \(1/\kappa_1=h/q\).

**Thick film, \(q\gg1\).** The sum falls as \(1/q\), and the mean term decides. From the definitions, \(e_S/\Delta e=(a_S-a_{\rm sub})/(a_L-a_S)=-f^*\), so

\[
\bar e=e_S+f\Delta e=\Delta e\,(f-f^*).
\]

The mean term is a parabola in \(f\) with its minimum, zero, at \(f^*\). In this limit the matching fraction of part (a) is also the fraction of lowest elastic energy, provided that the lamellae fit along their walls.

**Very thin film or very wide lamellae, \(q\ll1\).** For \(q\to0\) each factor \(\tanh(nq)/(nq)\) tends to 1. The sum is then the mean square fluctuation of a function that equals 1 on the fraction \(f\) and 0 elsewhere, which is \(f-f^2=f(1-f)\). Using \(\bar e=fe_L+(1-f)e_S\),

\[
w\to\tfrac12M\left[\bar e^2+f(1-f)\Delta e^2\right]=\tfrac12M\left[fe_L^2+(1-f)e_S^2\right].
\]

To verify the last step, note that the coefficient of \(e_L^2\) is \(f^2+f(1-f)=f\), that of \(e_S^2\) is \((1-f)^2+f(1-f)=1-f\), and the cross terms \(\pm2f(1-f)e_Le_S\) cancel. Every cell is now clamped to the substrate by itself. The energy is linear in \(f\) and rises, because \(e_L^2>e_S^2\). In the limit \(q\to0\) the lowest energy belongs to \(f=0\), a film of short cells alone, and matching the mean brings no gain. At small but finite \(q\) the minimum lies slightly above zero, near \(f\approx0.06\,q\), where the long lamella is narrower than the film is thick; at \(q=0.1\) the gain over the all-short film is about 2 %. The matched mixture stores about 1.5 times the all-short energy at \(q=1\) and slightly less than it at \(q=2\).

**Numbers.** For the 10 nm film

\[
q=\frac{2\pi(10)}{9.198}\sqrt{\frac{219.8}{76.9}}=11.55,
\]

so it is on the thick side. The interface strain of the first harmonic decays over \(10/11.55=0.87\) nm. Three energies, each averaged over the film, can be compared:

- All cells short: \(\tfrac12Me_S^2=10.5\) MJ/m³.
- Matched lamellae: 1.76 MJ/m³, all of it from the sum. A direct minimization of the same model on a two-dimensional grid also gives 1.76 MJ/m³.
- The same mixture with every cell clamped: 27.4 MJ/m³.

In this model the matched lamellae thus store about one sixth of the elastic energy of the all-short film. With vertical displacements included, upright walls between cells of equal height give 1.62 MJ/m³, about 8 % less, so the model value is good to about one tenth. For inclined walls at 45°, with vertical displacements included, they store about 3.2 MJ/m³, or three tenths. The lamellae also need two walls per period, which the elastic model does not charge for. The saving per period and unit area of upright wall is

\[
(10.52-1.76)\times10^{6}\ \text{J/m}^3\times9.198\times10^{-9}\ \text{m}=0.081\ \text{J/m}^2 .
\]

At this fixed period, upright lamellae are favoured over the all-short film if one wall costs less than about 0.04 J/m². For inclined walls the limit is lower, about 0.024 J/m² of wall area, because the elastic saving is smaller and each wall has a larger area. For walls on which the variants fit, the wall cost does not depend on \(f\) while both variants are present, so it does not shift the best fraction.

Upright walls between cells of unequal height are different. Let the long cells have the height \(a_S\) and the short cells the height \(a_L\), as in part (d). Away from the top and bottom, neighbouring lamellae must then share one cell height, although their stress-free strains along \(z\) differ by \(\Delta e\) in size. With the best common height, the energy is \(\tfrac12M\) times the variance of this strain, \(\tfrac12Mf(1-f)\Delta e^2\). At \(f^*\) this is 27 MJ/m³. Relaxation near the free top lowers the average in the 10 nm film to about 22 MJ/m³, still twice what the all-short film stores. The interior estimate and the mean term together give the clamped energy again, which is lowest at \(f=0\). The saving and the minimum near \(f^*\) therefore require walls on which the variants fit.

**Shift of the minimum.** At \(q=11.55\) the interface term still has some influence. Set \(\tanh(nq)=1\), divide \(w\) by \(\tfrac12M\Delta e^2\), and differentiate with respect to \(f\), using \(d\sin^2(\pi nf)/df=\pi n\sin(2\pi nf)\):

\[
2(f-f^*)+\frac{2}{\pi q}\sum_{n=1}^\infty\frac{\sin(2\pi nf)}{n^2}=0 .
\]

Evaluated at \(f^*=5/18\), the first four terms of the sum are \(0.985-0.086-0.096+0.040=0.84\). Hence

\[
f-f^*\approx-\frac{0.84}{\pi(11.55)}=-0.023 .
\]

The full minimization gives \(f=25.3\,\%\), a shift of \(-2.5\) percentage points. The sign is negative because replacing some long cells by short ones reduces the mismatch fluctuation at the interface. To leading order the shift is proportional to \(1/q\), hence to \(P/h\). With the period held fixed, a 50 nm film has its minimum at 27.3 %, close to the matched value. With inclined walls the interface costs more, and the minima lie somewhat lower, near 23 % for 10 nm and 27 % for 50 nm.

### (d) How firm is the number?

**Rounding.** Differentiating the formula for \(f^*\) gives

\[
\frac{\partial f^*}{\partial a_{\rm sub}}=\frac1{a_L-a_S},\qquad
\frac{\partial f^*}{\partial a_L}=-\frac{f^*}{a_L-a_S},\qquad
\frac{\partial f^*}{\partial a_S}=-\frac{1-f^*}{a_L-a_S}.
\]

If each length is known only to \(\pm0.005\) Å, the largest fraction occurs with \(a_{\rm sub}\) high and both film repeats low, and the smallest with the signs reversed:

\[
\frac{5.115-5.055}{5.235-5.055}=33.3\,\%,\qquad
\frac{5.105-5.065}{5.245-5.065}=22.2\,\% .
\]

The formula divides one small difference by another, so lengths known to about 0.1 % fix the fraction only to within 5.6 percentage points. If the three lengths are taken as given, this uncertainty is absent.

**Tilt.** Suppose that the two variants exchange the same pair of axes, so that a long cell is \(a_L\) wide and \(a_S\) high, and a short cell the reverse. Let them join without a gap on a wall along the cell diagonal, instead of the upright wall assumed so far. The diagonals have equal lengths but rise at the angles \(\arctan(a_S/a_L)\) and \(\arctan(a_L/a_S)\). To bring them together, one lamella must turn relative to the other by

\[
\omega=\arctan\frac{a_L}{a_S}-\arctan\frac{a_S}{a_L}=2\arctan\frac{a_L}{a_S}-90^\circ=2.00^\circ=0.0349\ \text{rad}.
\]

Parallel inclined walls leave the same fraction at every height, but the in-plane edges now add as vectors. The length of their mean must equal \(a_{\rm sub}\). With \(\bar a=fa_L+(1-f)a_S\) and \(\cos\omega\approx1-\omega^2/2\),

\[
a_{\rm sub}^2=f^2a_L^2+(1-f)^2a_S^2+2f(1-f)a_La_S\cos\omega
\approx\bar a^2-f(1-f)a_La_S\omega^2 .
\]

Taking the root to first order in the small term gives \(\bar a\approx a_{\rm sub}+f(1-f)a_La_S\omega^2/(2a_{\rm sub})\). Since \(\bar a\) grows by \(a_L-a_S\) per unit of \(f\), the fraction must rise by

\[
\delta f\approx\frac{f^*(1-f^*)a_La_S\,\omega^2}{2a_{\rm sub}(a_L-a_S)}=0.0035 .
\]

Solving the vector condition without the expansion gives 28.1 %. The tilt is a minor correction.

**Thermal expansion.** Let the given lengths hold at the temperature of use, and let the fraction be set \(\Delta T=500\) K higher and then stay frozen. Take rough expansion coefficients of \(\alpha_f=6\times10^{-6}\) K⁻¹ for both film axes and \(\alpha_s=10\times10^{-6}\) K⁻¹ for the substrate. Matching when hot requires

\[
\left[fa_L+(1-f)a_S\right](1+\alpha_f\Delta T)=a_{\rm sub}(1+\alpha_s\Delta T).
\]

The film therefore sees an effective repeat \(5.11\times1.005/1.003=5.120\) Å, and the matched fraction becomes 33.4 %. After cooling with this fraction, the stress-free mean of the film is about 0.2 % longer than the substrate repeat, and the film is under mean compression. If the walls can move during cooling, the fraction can return towards 28 %. The shift follows the difference \(\alpha_s-\alpha_f\) of two rough numbers: with \(\alpha_f=8\times10^{-6}\) K⁻¹ the hot fraction is 30.6 %, and with equal coefficients there is no shift.

### Comparison with real films

The cell lengths are close to those of the ferroelectric orthorhombic phase of hafnia, a substrate repeat near 5.1 Å is close to that of cubic zirconia stabilized with yttria, and 10 nm is a realistic thickness for a hafnia capacitor. The stiffness and expansion coefficients are rough values of the right size. The calculation assumes a single-crystal substrate. A polycrystalline film on a metallic electrode such as titanium nitride has no common \(a_{\rm sub}\), and 28 % is not a prediction for it. In an epitaxial film, defects at the interface can relax part of the misfit. A change of the effective repeat by 0.01 Å, or 0.2 %, moves the fraction by \(0.01/0.18\), or 5.6 percentage points. The second in-plane direction, which has its own misfit, is not treated here and may favour other variants.

For the stated lengths the answer is 5 long cells in 18, or about 28 %. As an estimate for a 10 nm epitaxial film it carries an uncertainty of several percentage points. The numerical output below lists the given values and the results of the simple model.

## Numbers as computed

```
Long repeat: 5.24 angstrom
Short repeat: 5.06 angstrom
Substrate repeat: 5.11 angstrom
Substrate minus short: 0.05 angstrom
Long minus short: 0.18 angstrom
Long minus substrate: 0.13 angstrom
Matching cell fraction: 27.78 %
Matching length fraction: 28.48 %
Smallest exact stack: 5 long + 13 short cells
Length of long cells in stack: 26.20 angstrom
Length of short cells in stack: 65.78 angstrom
Length of 18 substrate repeats: 91.98 angstrom
Largest misregistry, matched: 0.65 angstrom
Drift per 18 cells, equal mix: 0.72 angstrom
Drift after 10 stacks, equal mix: 7.20 angstrom
Stress-free strain, long: 2.544 %
Stress-free strain, short: -0.978 %
Young modulus (rough): 200 GPa
Poisson ratio (rough): 0.3
Modulus M: 219.8 GPa
Shear modulus G: 76.9 GPa
Lamellar period: 9.198 nm
Film thickness: 10 nm
Relaxation parameter q: 11.55
Energy, all short: 10.52 MJ/m3
Energy, matched lamellae: 1.76 MJ/m3
Same on the grid: 1.76 MJ/m3
Energy, matched mix, cells clamped: 27.35 MJ/m3
Energy-minimum fraction, 10 nm film: 25.27 %
Energy-minimum fraction, 50 nm film: 27.30 %
Rounding of each length: +/- 0.005 angstrom
Lowest fraction from rounding: 22.2 %
Highest fraction from rounding: 33.3 %
Tilt between lamellae: 2.00 degree
Fraction with tilt: 28.13 %
Film expansion (rough): 6 x 1e-6 /K
Substrate expansion (rough): 10 x 1e-6 /K
Formation above use temperature: 500 K
Fraction matched when hot: 33.44 %
Mean mismatch if frozen in: 0.199 %
```
